# Residual Error Bounds for the Secular Problem in a Nonorthogonal Basis

An LAPW calculation, with or without local orbitals, leads at each Bloch vector to the matrix problem

$$Hx_k=E_kSx_k,\qquad H_{ij}=\langle\phi_i|\hat H\phi_j\rangle,\quad S_{ij}=\langle\phi_i|\phi_j\rangle .$$

The basis functions are assumed to be linearly independent and to lie in the domain of $\hat H$, so that $H$ is Hermitian and $S$ is Hermitian and positive definite. In three dimensions a finite angular cutoff violates the domain condition, as (i) explains. The matrix results below still hold for any Hermitian $H$ used in its place, but the reading of $r$ as overlaps with a residual function in (a) is then correct only up to surface terms at the sphere. The eigenvalues are real and numbered upwards, and the eigenvectors form a complete set with $x_k^\dagger Sx_l=\delta_{kl}$. An iterative eigensolver holds an approximate vector $c$, normalized by $c^\dagger Sc=1$, and from it forms

$$\theta=c^\dagger Hc,\qquad r=(H-\theta S)c .$$

The problem asks what $r$ says about the unknown error of $\theta$ and $c$. Hartree atomic units are used.

## (a) How long is the residual?

**Question.** Let $\psi=\sum_ic_i\phi_i$ and $g=(\hat H-\theta)\psi$. Find the squared norm of the part of $g$ that lies in the span of the basis, in terms of $r$ and $S$. Is $r^\dagger r$ an acceptable substitute?

**Solution.** The components of $r$ are overlaps with the residual function:

$$r_i=\sum_j(H_{ij}-\theta S_{ij})c_j=\langle\phi_i|g\rangle .$$

They are not expansion coefficients. Write the orthogonal projection of $g$ on the span as $g_\parallel=\sum_jb_j\phi_j$. Since $g-g_\parallel$ is orthogonal to every $\phi_i$,

$$r_i=\langle\phi_i|g_\parallel\rangle=\sum_jS_{ij}b_j,\qquad b=S^{-1}r .$$

Hence

$$\rho^2\equiv\|g_\parallel\|^2=b^\dagger Sb=r^\dagger S^{-1}SS^{-1}r=r^\dagger S^{-1}r .$$

No inverse need be formed. With the Cholesky factorization $S=LL^\dagger$, solve $Lz=r$; then $r^\dagger S^{-1}r=r^\dagger L^{-\dagger}L^{-1}r=z^\dagger z$.

Now change the basis by an invertible matrix $T$. The same function $\psi$ has coefficients $T^{-1}c$, while $H\to T^\dagger HT$ and $S\to T^\dagger ST$, so $r\to T^\dagger r$. Then

$$r^\dagger T\,(T^\dagger ST)^{-1}\,T^\dagger r=r^\dagger TT^{-1}S^{-1}T^{-\dagger}T^\dagger r=r^\dagger S^{-1}r .$$

For a given span, the length $\rho$ depends only on the function and not on the basis chosen to represent it, whereas $r^\dagger r\to r^\dagger TT^\dagger r$ depends on the basis. Multiplying all basis functions by a small number makes $r^\dagger r$ as small as desired without improving $\psi$. Expanding $r$ in the orthonormal eigenvectors of $S$, whose extreme eigenvalues are $s_{\min}$ and $s_{\max}$, gives

$$\frac{r^\dagger r}{s_{\max}}\le\rho^2\le\frac{r^\dagger r}{s_{\min}} .$$

When the basis is nearly linearly dependent, $s_{\min}$ is small and $r^\dagger r$ can badly understate the residual.

## (b) A first bound

**Question.** Express $\rho^2$ through the eigenvalues. Show that some eigenvalue lies within $\rho$ of $\theta$, and that no other choice of energy in the residual makes it shorter.

**Solution.** Expand $c=\sum_ka_kx_k$. The normalization and the definition of $\theta$ give

$$\sum_k|a_k|^2=1,\qquad \theta=\sum_k|a_k|^2E_k .$$

Since $Hx_k=E_kSx_k$,

$$r=\sum_ka_k(E_k-\theta)Sx_k,\qquad S^{-1}r=\sum_ka_k(E_k-\theta)x_k .$$

Multiplying the two and using $x_k^\dagger Sx_l=\delta_{kl}$,

$$\rho^2=\sum_k|a_k|^2(E_k-\theta)^2 .$$

This is the energy variance of the trial state within the matrix problem. An average with weights that sum to one is no smaller than its smallest member, so $\rho^2\ge\min_k(E_k-\theta)^2$, or

$$\min_k|E_k-\theta|\le\rho .$$

For another energy $t$ the residual is $r_t=r-(t-\theta)Sc$. The cross terms in $r_t^\dagger S^{-1}r_t$ contain $c^\dagger SS^{-1}r=c^\dagger r=c^\dagger Hc-\theta c^\dagger Sc=0$, and therefore

$$r_t^\dagger S^{-1}r_t=\rho^2+(t-\theta)^2 .$$

The minimum is at $t=\theta$, the Rayleigh quotient.

## (c) Using the gap

**Question.** The bound in (b) is linear in $\rho$, although the error of a Rayleigh quotient is of second order in the error of the vector. Suppose that an open interval $(\alpha,\beta)$ contains $\theta$ and one distinct eigenvalue $E_j$, which may be degenerate, and no other. Find bounds on $E_j$ that are quadratic in $\rho$.

**Solution.** For any real $p$ and $q$, write $E_k-p=(E_k-\theta)+(\theta-p)$, and likewise for $q$:

$$(E_k-p)(E_k-q)=(E_k-\theta)^2+(E_k-\theta)(2\theta-p-q)+(\theta-p)(\theta-q).$$

Average with the weights $|a_k|^2$. The middle term vanishes because the average of $E_k$ is $\theta$, and (b) gives the first:

$$\sum_k|a_k|^2(E_k-p)(E_k-q)=\rho^2+(\theta-p)(\theta-q).\tag{1}$$

Take $p=E_j$, $q=\beta$. An eigenvalue $E_k\le\alpha$ lies below both numbers, so its two factors are negative and their product is positive. For $E_k=E_j$ the product is zero. For $E_k\ge\beta$ neither factor is negative. The left side is thus nonnegative:

$$\rho^2-(\theta-E_j)(\beta-\theta)\ge0 .$$

Division by $\beta-\theta>0$ gives a lower bound on $E_j$. With $p=\alpha$, $q=E_j$ the products are again nonnegative, so $\rho^2+(\theta-\alpha)(\theta-E_j)\ge0$, and division by $\theta-\alpha>0$ gives an upper bound. Together they are the Kato-Temple bounds

$$\boxed{\;\theta-\frac{\rho^2}{\beta-\theta}\;\le\;E_j\;\le\;\theta+\frac{\rho^2}{\theta-\alpha}\;}\tag{2}$$

With $d=\min(\theta-\alpha,\beta-\theta)$ they imply $|E_j-\theta|\le\rho^2/d$, which improves on $\rho$ when $\rho<d$. The lower bound uses the distance to the states above, and the upper bound the distance to those below. For the lowest eigenvalue nothing lies below, so $\alpha\to-\infty$ is allowed and the upper bound becomes the variational statement $E_1\le\theta$.

## (d) Where does the interval come from?

**Question.** Can a small residual by itself establish that $(\alpha,\beta)$ holds one eigenvalue? If not, how can this be checked without solving the full problem?

**Solution.** Put $p=\alpha$, $q=\beta$ in (1). If no eigenvalue lay in $(\alpha,\beta)$, every product would be nonnegative, and $\rho^2\ge(\theta-\alpha)(\beta-\theta)$. Consequently

$$\rho^2<(\theta-\alpha)(\beta-\theta)$$

ensures at least one eigenvalue in the interval. It does not exclude a second: if $c$ is an eigenvector, $\rho=0$ wherever the other eigenvalues lie.

The count comes from a factorization. Let $X$ have the eigenvectors as columns. Then

$$X^\dagger(H-\beta S)X=\mathrm{diag}(E_k-\beta).$$

Sylvester's law says that such a congruence keeps the numbers of positive and negative eigenvalues. The factorization $H-\beta S=\Lambda D\Lambda^\dagger$, with $\Lambda$ invertible and $D$ block diagonal, is also a congruence. The number of negative eigenvalues of $D$ is therefore the number of $E_k$ below $\beta$. A second count at $\alpha$, with no zero pivots, settles how many lie between, counted with multiplicity. A difference of one establishes the condition of (c). A larger difference does not, because it cannot tell a degenerate level from close distinct ones. For levels $\pm0.01$ in $(-0.5,0.5)$ and an equal mixture of their vectors, $\theta=0$ and $\rho=0.01$, and (2) would give $\pm2\times10^{-4}$, which contains neither level. A degeneracy must be known by other means, such as symmetry. In finite precision $\alpha$ and $\beta$ must stay clear of eigenvalues by more than the rounding error.

The second Ritz value of a smaller basis is not a safe $\beta$ for the lowest state. By the min-max principle it lies at or above $E_2$, so the interval below it may contain $E_2$ as well.

## (e) The vector

**Question.** Under the condition of (c), bound the angle between $c$ and the eigenspace of $E_j$. What happens near a degeneracy?

**Solution.** In the metric $S$ the weight outside the eigenspace is $\sin^2\varphi=\sum_{E_k\ne E_j}|a_k|^2$. All those eigenvalues are at least $d$ away from $\theta$. Dropping the nonnegative contribution of $E_j$ from the sum in (b),

$$\rho^2\ge\sum_{E_k\ne E_j}|a_k|^2(E_k-\theta)^2\ge d^2\sin^2\varphi,\qquad \sin\varphi\le\frac{\rho}{d}.$$

The vector error is thus bounded linearly and the energy error quadratically.

Take two eigenvalues $\pm\delta$ and an equal mixture of their vectors. Then $\theta=0$ and $\rho=\delta$, so for small $\delta$ the energy is good, yet $\sin\varphi=1/\sqrt2$. An interval that isolates one of the two has $d\le\delta$, so $\rho/d\ge1$ and the angle bound says nothing. In such a case the pair should be treated as one subspace.

## (f) Two overlapping functions

**Question.** Let

$$H=h\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad S=\begin{pmatrix}1&s\\s&1\end{pmatrix},\qquad h>0,\;0<s<1,$$

with trial vector proportional to $(1,1)^T$. Compare $\rho$ and $\sqrt{r^\dagger r}$ with the true error, and test the sharpness of (2).

**Solution.** The secular determinant is $(h-E)(-h-E)-E^2s^2=E^2(1-s^2)-h^2$, so $E=\pm h/\sqrt{1-s^2}$. Since $(1,1)S(1,1)^T=2(1+s)$, the normalized trial vector and its residual are

$$c=\frac{(1,1)^T}{\sqrt{2(1+s)}},\qquad\theta=0,\qquad r=\frac{h\,(1,-1)^T}{\sqrt{2(1+s)}} .$$

The vector $(1,-1)^T$ is an eigenvector of $S$ with eigenvalue $1-s$. Hence

$$r^\dagger r=\frac{h^2}{1+s},\qquad \rho^2=\frac{r^\dagger r}{1-s}=\frac{h^2}{1-s^2}=E^2 .$$

The bound of (b) is attained. For $h=0.1$ hartree and $s=0.9$ the error and $\rho$ are both $0.2294$ hartree, while $\sqrt{r^\dagger r}=0.0725$ hartree. The Euclidean length fails as a bound even though both basis functions are normalized.

The lower bound in (2) is attained too. With $\beta=E_2=|E|$ it reads $0-\rho^2/|E|=-|E|=E_1$. This holds for any trial vector in a two-level problem with $E_1<\theta<E_2$, because $(E_k-E_1)(E_k-E_2)$ vanishes for both levels. The factor multiplying $\rho^2$ in the lower bound therefore cannot be reduced in general. When $\rho^2>(\theta-\alpha)(\beta-\theta)$, however, both bounds in (2) lie outside $(\alpha,\beta)$, and the interval itself is the tighter statement.

## (g) An LAPW secular problem

**Question.** A one-dimensional crystal of period $a=6$ bohr has potential $-1$ hartree for $|x|<R=1.5$ bohr and zero in the rest of the cell. Set up LAPWs at $k=\tfrac14(2\pi/a)$ and apply the bounds to trial vectors from smaller cutoffs.

**Solution.** Outside the well a basis function is $a^{-1/2}e^{iKx}$ with $K=k+2\pi m/a$. Inside, it combines an even and an odd solution $u$ at the fixed energy $E_l=-0.5$ hartree with their energy derivatives $\dot u$. With $\kappa=\sqrt{2(E_l+1)}=1$ bohr$^{-1}$, the solutions are $\cos\kappa x$ and $\sin\kappa x$. For each parity the two coefficients are fixed by matching value and slope to the plane wave at $R$. Differentiating $\hat Hu=E_lu$ with respect to $E_l$ gives $\hat H\dot u=E_l\dot u+u$, so $\hat H\phi$ is known in both regions.

The full basis has $|m|\le4$, nine functions. Its overlap eigenvalues run from $3.48\times10^{-5}$ to $7.59$, so by (a) $\rho$ may lie anywhere between about $0.36$ and $169$ times $\sqrt{r^\dagger r}$. The two lowest eigenvalues are $E_1=-0.75367$ and $E_2=-0.13649$ hartree.

For band 1 take $\alpha=-\infty$, $\beta=-0.2$ hartree; the pivot count below $\beta$ is one. For band 2 take $(-0.5,0.3)$ hartree, with counts one and two at its ends. The second Ritz value for $|m|\le2$ is $-0.1297$ hartree, above $E_2$, and so would be an invalid $\beta$ for band 1, as (d) warned.

Each trial vector solves a smaller block and is padded with zeros. Its residual vanishes in the rows of that block and is nonzero in the added rows. Energies for band 1, in hartree, are:

| cutoff | $\theta-E_1$ | $\sqrt{r^\dagger r}$ | $\rho$ | $\rho^2/(\beta-\theta)$ |
|---|---|---|---|---|
| $1$ | $0.0263$ | $0.341$ | $0.247$ | $0.116$ |
| $2$ | $0.00137$ | $0.0736$ | $0.0949$ | $0.0163$ |
| $3$ | $0.000141$ | $0.00597$ | $0.0455$ | $0.00374$ |

For cutoff 3, $\theta=-0.75353$ hartree and $\beta-\theta=0.5535$ hartree, so

$$\frac{\rho^2}{\beta-\theta}=\frac{(0.04551)^2}{0.5535}=3.74\times10^{-3}\ \text{hartree}.$$

Thus $-0.75727\le E_1\le-0.75353$ hartree. The error is guaranteed to be at most $0.102$ eV; its actual value is $0.0038$ eV. The angle bound is $\rho/d=0.082$, against an actual $\sin\varphi=0.0033$.

Putting $r^\dagger r$ in place of $\rho^2$ would give $(0.00597)^2/0.5535=6.4\times10^{-5}$ hartree, less than half the actual error of $1.41\times10^{-4}$ hartree. The wrong norm yields a false bound for this trial vector.

Band 2 shows the two-sided form. For cutoff 3, $\theta=-0.13615$ and $\rho=0.0655$ hartree, and (2) gives $-0.1460\le E_2\le-0.1244$ hartree, which contains $E_2$.

## (h) The quadratic law, and why the bound is loose

**Question.** Show that error and bound for the lowest state both scale quadratically with a small vector error. What sets their ratio?

**Solution.** Let $c=(x_1+\varepsilon v)/\sqrt{1+\varepsilon^2}$ with $v^\dagger Sv=1$, $x_1^\dagger Sv=0$ and $v=\sum_{k>1}v_kx_k$. Then

$$\theta-E_1=\frac{\varepsilon^2}{1+\varepsilon^2}\sum_{k>1}|v_k|^2(E_k-E_1).$$

Setting $p=q=E_1$ in (1),

$$\rho^2+(\theta-E_1)^2=\frac{\varepsilon^2}{1+\varepsilon^2}\sum_{k>1}|v_k|^2(E_k-E_1)^2 .$$

Since $(\theta-E_1)^2$ is of order $\varepsilon^4$, $\rho$ is proportional to $\varepsilon$ and both error and bound to $\varepsilon^2$, at leading order. Taking $v$ from the cutoff-1 trial, a reduction of $\varepsilon$ from $0.01$ to $0.001$ lowers $\rho$ from $2.149\times10^{-2}$ to $2.149\times10^{-3}$ hartree and the error from $1.969\times10^{-4}$ to $1.969\times10^{-6}$ hartree.

Dividing the two equations defines a mean excitation energy

$$\Omega=\frac{\sum_{k>1}|v_k|^2(E_k-E_1)^2}{\sum_{k>1}|v_k|^2(E_k-E_1)}=\frac{\rho^2}{\theta-E_1}+(\theta-E_1).$$

For a small error the bound therefore exceeds the error by a factor of about $\Omega/(\beta-\theta)$. It is nearly sharp if the admixture sits just above $\beta$, and loose if it sits high in the spectrum. From the table, $\Omega$ is $2.3$, $6.6$ and $14.7$ hartree for cutoffs 1, 2 and 3. $\Omega$ averages $E_k-E_1$ with each state's share of the energy error as its weight. The highest eigenvalue of the nine-function problem is $17.2$ hartree, an excitation of $17.96$ hartree above $E_1$, so at cutoff 3 the remaining error is carried largely by states near the top of the matrix spectrum. With $\Omega=14.65$ hartree to four figures, the factor is $14.65/0.5535\approx26.5$, which agrees with the ratio $0.00374/0.000141$ in the table.

## (i) From the matrix to the crystal

**Question.** The bounds so far refer to eigenvalues of the finite matrices. What must replace $\rho$ to bound the band energy of $\hat H$ itself?

**Solution.** Use the whole residual function. Its parts inside and outside the span are orthogonal, so

$$\sigma^2\equiv\|(\hat H-\theta)\psi\|^2=\rho^2+\|g_\perp\|^2 .$$

At fixed $k$ the Hamiltonian of this crystal has discrete energies $\epsilon_n$ and a complete set of Bloch states $\Psi_n$. If $\psi$ is in the domain of $\hat H$, self-adjointness gives $\langle\Psi_n|(\hat H-\theta)\psi\rangle=(\epsilon_n-\theta)\langle\Psi_n|\psi\rangle$. Hence $\sigma^2=\sum_n|\langle\Psi_n|\psi\rangle|^2(\epsilon_n-\theta)^2$, the same form as in (b), and the proof of (2) carries over with $\sigma$ for $\rho$ and $\epsilon_n$ for $E_k$. The isolating interval must now refer to the true levels. A pivot count in a finite basis does not supply it, since $E_2\ge\epsilon_2$.

The domain condition matters. The LAPWs of (g) match exactly in value and slope, so $\hat H\psi$ is square integrable. In three dimensions a finite angular cutoff matches only the retained angular components. The others leave a jump in value at the sphere, which becomes small only when the cutoff is large enough, so $\psi$ is in general outside the domain and the bound with $\sigma$ does not apply as it stands. A function with a kink at the boundary, as an APW matched in value alone may have, puts a delta function into $\hat H\psi$, and $\sigma$ is infinite.

For this potential the true levels follow from carrying $(\psi,\psi')$ across one cell. With $p=\sqrt{2(E+1)}$, $q=\sqrt{-2E}$ and $b=a-2R$, the transfer matrices of well and barrier are

$$\begin{pmatrix}\cos2pR&p^{-1}\sin2pR\\-p\sin2pR&\cos2pR\end{pmatrix},\quad\begin{pmatrix}\cosh qb&q^{-1}\sinh qb\\q\sinh qb&\cosh qb\end{pmatrix}.$$

Their product has determinant one and, for a Bloch state, eigenvalues $e^{\pm ika}$. Half its trace gives

$$\cos ka=\cos2pR\,\cosh qb+\frac{q^2-p^2}{2pq}\sin2pR\,\sinh qb .$$

Its lowest roots are $\epsilon_1=-0.75418$ and $\epsilon_2=-0.13661$ hartree, so $\beta=-0.2$ hartree is valid.

For the solved nine-function problem $\rho$ is below $10^{-8}$ hartree, but $\sigma=0.0910$ hartree. The matrix bound has closed on $-0.75367$ hartree, which misses $\epsilon_1$ by the basis error of $5.1\times10^{-4}$ hartree. With $\sigma$,

$$\theta-\frac{\sigma^2}{\beta-\theta}=-0.75367-\frac{(0.0910)^2}{0.5537}=-0.7686\ \text{hartree},$$

and $-0.7686\le\epsilon_1\le-0.7537$ hartree does contain the true level.

The cutoff-3 trial has the smaller full residual, $\sigma=0.0779$ hartree, although its energy is higher. There is no contradiction: solving the matrix problem minimizes $\theta$ for the lowest state and brings $\rho$ to zero, but it does not minimize $\sigma$. A converged $\rho$ therefore shows only that $\theta$ is close to an eigenvalue of the matrix problem, and the counts of (d) tell which one when they isolate a single level in an interval reaching beyond $\rho$ on both sides of $\theta$. The quality of the basis has to be judged separately. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
two-level: h = 0.1 hartree, overlap s = 0.9
two-level eigenvalues: -0.229416, 0.229416 hartree
two-level rho = 0.229416, Euclidean |r| = 0.072548 hartree
random pencils: 400, isolated cases: 361
period 6.0 bohr, R 1.5 bohr, depth 1.0 hartree
k = 0.261799 1/bohr, E_lin = -0.5 hartree, LAPWs: 9
overlap eigenvalues: min 3.4841e-05, max 7.5942e+00
lowest pencil eigenvalues (hartree): -0.75367263, -0.13649474, 0.45204781
highest pencil eigenvalue: 17.2092 hartree
band 1: alpha = -inf, beta = -0.2 hartree; pivot count below beta = 1
band 2: alpha = -0.5, beta = 0.3 hartree; pivot count below beta = 2
band 1, |m|<=1: theta -0.72739598, error 2.6277e-02 hartree
  |r| 3.4116e-01, rho 2.4686e-01, full residual 2.5940e-01 hartree
  Kato-Temple: -0.84294002 to -0.72739598 hartree
  d 0.527396, rho^2/d 1.1554e-01 hartree
  sin(phi) 1.1551e-01, bound rho/d 4.6806e-01
band 1, |m|<=2: theta -0.75229916, error 1.3735e-03 hartree
  |r| 7.3565e-02, rho 9.4931e-02, full residual 9.6895e-02 hartree
  Kato-Temple: -0.76861628 to -0.75229916 hartree
  d 0.552299, rho^2/d 1.6317e-02 hartree
  sin(phi) 1.5546e-02, bound rho/d 1.7188e-01
band 1, |m|<=3: theta -0.75353126, error 1.4137e-04 hartree
  |r| 5.9695e-03, rho 4.5513e-02, full residual 7.7942e-02 hartree
  Kato-Temple: -0.75727347 to -0.75353126 hartree
  d 0.553531, rho^2/d 3.7422e-03 hartree
  sin(phi) 3.2630e-03, bound rho/d 8.2223e-02
  in eV: error 3.8469e-03, bound 1.0183e-01
band 2, |m|<=2: theta -0.12969039, error 6.8043e-03 hartree
  |r| 1.9038e-01, rho 1.9073e-01, full residual 2.2157e-01 hartree
  Kato-Temple: -0.21435009 to -0.03145513 hartree
  d 0.370310, rho^2/d 9.8235e-02 hartree
  sin(phi) 3.7497e-02, bound rho/d 5.1505e-01
band 2, |m|<=3: theta -0.13614700, error 3.4774e-04 hartree
  |r| 1.4490e-02, rho 6.5501e-02, full residual 7.3455e-02 hartree
  Kato-Temple: -0.14598408 to -0.12435539 hartree
  d 0.363853, rho^2/d 1.1792e-02 hartree
  sin(phi) 5.5067e-03, bound rho/d 1.8002e-01
eps 0.1: rho 2.1296e-01, error 1.9499e-02 hartree
eps 0.01: rho 2.1490e-02, error 1.9692e-04 hartree
eps 0.001: rho 2.1492e-03, error 1.9694e-06 hartree
Kronig-Penney energies (hartree): -0.75417813, -0.13660722, 0.44046592
solved pencil, band 1: rho below 1e-8 hartree: True
full residual sigma = 9.1034e-02 hartree
basis error = 5.0550e-04 hartree
operator bounds: -0.76864034 to -0.75367263 hartree
```
